# Image-charge lowering of a thin-film barrier between two metal electrodes, part 1

(Sections cited here and not found follow in the second part.)

## The image energy between two perfect plates

An electron of charge $q$ sits at the point $x$ of a dielectric film of thickness $d$ between two metal electrodes. If the metals are perfect conductors at equal potential, and the film responds linearly with absolute permittivity $\epsilon$, the electrostatic problem contains only $q$, $\epsilon$, $d$ and $x$. The potential of the charge induced on the metals is proportional to $q/\epsilon$, so the interaction energy is proportional to $q^2/\epsilon$. The combination $q^2/(\epsilon d)$ is an energy, and the position can enter only through the ratio $s=x/d$. Hence

$$
U(x)=W\,f(s),\qquad W=\frac{q^2}{4\pi\epsilon d},\qquad s=\frac{x}{d}. \tag{1}
$$

Turning the film around exchanges the plates and replaces $s$ by $1-s$, which cannot change the energy, so $f(s)=f(1-s)$. At the midpoint the energy is $W$ times a pure number, and that number remains to be found.

### Assumptions and theorem

The plates are the planes $z=0$ and $z=d$, unbounded, flat and held at zero potential. The dielectric is uniform and isotropic, with $\epsilon=\epsilon_r\epsilon_0$. It responds without delay, and so do the metals. The electron is a point charge at rest.

The energy $U$ is measured from that of the same charge in unbounded dielectric. This is the useful reference for a barrier: the band edge of the bulk dielectric already contains the interaction of the electron with the medium around it, and $U$ is what the metals add.

**Theorem.** Under these assumptions,

$$
U\!\left(\tfrac d2\right)=-\frac{q^2\ln 2}{4\pi\epsilon d}. \tag{2}
$$

This is the maximum of $U(x)$ over the gap. If the barrier without images is flat, its top is therefore lowered by $q^2\ln2/(4\pi\epsilon d)$.

In Hartree atomic units, where $4\pi\epsilon_0=1$ and $q^2=1$, equation (2) reads $U=-\ln2/(\epsilon_r d)$. The sign of $q$ does not matter, because a charge of either sign attracts the charge that it induces.

### Lemma 1: the images

**Lemma 1.** Let $\rho$ be the distance from the axis through the charge, perpendicular to the plates. In the gap the potential is

$$
\Phi(\rho,z)=\frac{q}{4\pi\epsilon}\sum_{n=-\infty}^{\infty}
\left(\frac1{R_n^+}-\frac1{R_n^-}\right),\qquad
R_n^\pm=\sqrt{\rho^2+(z-2nd\mp x)^2}. \tag{3}
$$

The charges $+q$ lie at $z=2nd+x$ and the charges $-q$ at $z=2nd-x$. The positive term with $n=0$ is the electron itself; all the others are images, and they lie outside the gap.

*Proof.* First, the series converges. The two charges of pair $n$ are $2x$ apart, so the triangle inequality gives $|R_n^+-R_n^-|\le2x$. Inside the gap $|z\mp x|\le2d$, so for $|n|\ge2$ both distances are at least $2(|n|-1)d$. Therefore

$$
\left|\frac1{R_n^+}-\frac1{R_n^-}\right|
=\frac{|R_n^--R_n^+|}{R_n^+R_n^-}
\le\frac{2x}{4(|n|-1)^2d^2}. \tag{4}
$$

The right side has a finite sum and does not depend on $\rho$ or $z$. The series of pairs thus converges absolutely and uniformly. The few image terms with $|n|\le1$ are bounded too, since those images lie at nonzero distances from the gap. The image potential is therefore bounded, and as a uniform limit of harmonic functions it is harmonic in the gap.

Next, $\Phi$ vanishes on both plates. At $z=0$ the distance to the positive charge $n$ contains $|2nd+x|$, which is also the value for the negative charge with index $-n$. The terms with $-N\le n\le N$ therefore cancel completely. At $z=d$ the positive charge $n$ is matched by the negative charge $1-n$, because

$$
|d-2nd-x|=|d-2(1-n)d+x|. \tag{5}
$$

Here the terms with $1-N\le n\le N$ cancel completely. Absolute convergence of the pairs ensures that both ranges lead to the same sum as $N\to\infty$.

Last, no other bounded induced potential will do. The difference $w$ of two candidates is bounded, harmonic in the gap and zero on the plates. Extend $w$ to all space as an odd function about each plate. By the reflection principle the extension is harmonic everywhere, and it is bounded. Liouville's theorem makes it a constant, and its value on the plates makes that constant zero. $\square$

### Lemma 2: the factor one half

**Lemma 2.** If $\phi_{\rm ind}$ is the image potential at the position of the electron, then $U=\tfrac12q\phi_{\rm ind}$.

*Proof.* Build up the charge from $0$ to $q$ at fixed position, and let $\lambda q$ be the charge present at some stage. By linearity the potential induced by the plates is then $\lambda\phi_{\rm ind}$. Adding the charge $q\,d\lambda$ costs $\lambda\phi_{\rm ind}q\,d\lambda$ more than it would in unbounded dielectric. The potential of the charge itself is the same in both cases and cancels; spreading the charge over a small sphere keeps it finite until the subtraction is done. Charge flowing to the plates arrives at zero potential and needs no further work. Thus

$$
U=\int_0^1\lambda q\phi_{\rm ind}\,d\lambda=\frac12q\phi_{\rm ind}. \tag{6}
$$

The half appears because the induced charge grows with the charge that produces it. $\square$

### Lemma 3: the energy at any position

**Lemma 3.** For $0<s<1$,

$$
f(s)=-\frac12\left[\frac1{2s}+\sum_{n=1}^{\infty}\frac{s^2}{n(n^2-s^2)}\right]. \tag{7}
$$

*Proof.* Measured from the electron, the positive images are at distances $2|n|d$ with $n\ne0$, and the negative ones at $|2nd-2x|$. The negative image with $n=0$ contributes $-1/(2x)$. Collect the pairs $n$ and $-n$ for $n\ge1$:

$$
\phi_{\rm ind}=\frac{q}{4\pi\epsilon}\left[-\frac1{2x}
+\sum_{n=1}^{\infty}\left(\frac{2}{2nd}-\frac1{2nd-2x}-\frac1{2nd+2x}\right)\right]. \tag{8}
$$

Put $x=sd$. The last two fractions add to

$$
\frac1{2d}\left(\frac1{n-s}+\frac1{n+s}\right)=\frac1d\,\frac{n}{n^2-s^2}, \tag{9}
$$

so the bracket under the sum is

$$
\frac1d\left(\frac1n-\frac n{n^2-s^2}\right)
=\frac1d\,\frac{n^2-s^2-n^2}{n(n^2-s^2)}
=-\frac1d\,\frac{s^2}{n(n^2-s^2)}. \tag{10}
$$

Insert this in (8), multiply by $q/2$ as Lemma 2 requires, and divide by $W$. The result is (7). $\square$

Close to the left plate, $s\to0$, the first term dominates and

$$
U\to-\frac{W}{4s}=-\frac{q^2}{16\pi\epsilon x}, \tag{11}
$$

which is the energy of a charge near a single plate. The far plate then sees the electron and its near image as a small dipole, and its effect on the energy vanishes as $s^2$.

### Proof of the theorem

At $s=\tfrac12$ the first term in the bracket of (7) is $1$. The terms of the sum become

$$
\frac{1/4}{n(n^2-1/4)}=\frac1{n(4n^2-1)}
=\frac1{2n-1}+\frac1{2n+1}-\frac1n. \tag{12}
$$

The last equality follows from $1/(2n-1)+1/(2n+1)=4n/(4n^2-1)$. Stop the sum at $n=N$. The leading $1$ and the fractions $1/(2n+1)$ together form the sum of odd reciprocals up to $1/(2N+1)$, so the bracket is

$$
S_N=2\sum_{n=1}^{N}\left(\frac1{2n-1}-\frac1{2n}\right)+\frac1{2N+1}. \tag{13}
$$

To sum the alternating series, write each reciprocal as $1/m=\int_0^1t^{m-1}dt$ and add the finite geometric series:

$$
\sum_{n=1}^{N}\left(\frac1{2n-1}-\frac1{2n}\right)
=\int_0^1\frac{1-t^{2N}}{1+t}\,dt. \tag{14}
$$

The part with $t^{2N}$ is at most $\int_0^1t^{2N}dt=1/(2N+1)$ and vanishes as $N\to\infty$. What remains is $\int_0^1dt/(1+t)=\ln2$. Hence $S_N\to2\ln2$ and $f(\tfrac12)=-\tfrac12\cdot2\ln2=-\ln2$, which is (2).

For the maximum, use (10) to write the bracket of (7) as

$$
\frac1{2s}+\sum_{n=1}^{\infty}\left[\frac12\left(\frac1{n-s}+\frac1{n+s}\right)-\frac1n\right]. \tag{15}
$$

Each fraction that contains $s$ is convex for $0<s<1$. The bracket is therefore convex and $f$, which is $-\tfrac12$ times it, is concave. A concave function with $f(s)=f(1-s)$ has its maximum at $s=\tfrac12$. Differentiating twice gives

$$
f''(s)=-\frac12\left[\frac1{s^3}+\sum_{n=1}^{\infty}
\left(\frac1{(n-s)^3}+\frac1{(n+s)^3}\right)\right]. \tag{16}
$$

At the midpoint every term is $8$ divided by the cube of an odd number, and each odd number occurs twice. The sum of the inverse cubes of the odd numbers is $(1-\tfrac18)\zeta(3)$, where $\zeta(3)=\sum_{n\ge1}n^{-3}$. Therefore

$$
f''\!\left(\tfrac12\right)=-\frac12\cdot16\cdot\frac78\,\zeta(3)=-7\zeta(3)\approx-8.414. \tag{17}
$$

The maximum is strict, and the proof is complete. $\square$

### Remark: the more distant images

Seen from the midpoint, the images form pairs at distances $d,2d,3d,\dots$ with signs $-,+,-,\dots$ relative to $q$. The nearest pair alone gives $-W$, which is also the sum of the two single-plate energies (11) at $x=d/2$. The next pair has the sign of the electron and raises the energy to $-W/2$. Further pairs bring it to $-W\ln2\approx-0.693W$. Adding two independent single-plate energies thus overstates the lowering by the factor $1/\ln2\approx1.44$.

### Remark: the order of summation

The series $1-\tfrac12+\tfrac13-\cdots$ converges only conditionally, and another order can give another sum. Take two pairs of negative images for each pair of positive ones. With $H_N=\sum_{m=1}^{N}1/m$, the first $N$ groups give

$$
\sum_{j=1}^{N}\left(\frac1{4j-3}+\frac1{4j-1}-\frac1{2j}\right)
=(H_{4N}-H_{2N})+\frac12(H_{2N}-H_N). \tag{18}
$$

Here the odd reciprocals up to $1/(4N-1)$ were written as $H_{4N}-\tfrac12H_{2N}$. Since $H_{2N}-H_N$ equals the alternating sum (14), both differences tend to $\ln2$, and the total is $\tfrac32\ln2$. The energy would be $-1.040W$.

This order is wrong for the midpoint because it leaves a surplus of distant negative images. They add a nearly uniform potential throughout the neighbourhood of the film, so the plates are no longer at zero potential. The neutral pairs of Lemma 1 satisfy the boundary conditions.

The value $-\tfrac32W\ln2$ is nevertheless the correct energy at another place, a quarter of the thickness from either plate. For $s=\tfrac14$ the terms of (7) are

$$
\frac1{n(16n^2-1)}=\frac2{4n-1}+\frac2{4n+1}-\frac1n, \tag{19}
$$

and the first term of the bracket is $2$. Half the bracket is then the series (18), apart from a last term $1/(4N+1)$ that vanishes. The same numbers arise there from the true image distances.

## Second derivations, real electrodes and a worked example

The charge $q$ lies at $x=sd$ between plates at $z=0$ and $z=d$, in a dielectric of permittivity $\epsilon=\epsilon_r\epsilon_0$. Its energy relative to unbounded dielectric is $U=Wf(s)$ with $W=q^2/(4\pi\epsilon d)$. The first half showed that $U=\tfrac12q\phi_{\rm ind}$, where $\phi_{\rm ind}$ is the induced potential at the charge. It also showed that $f$ is concave and symmetric about $s=\tfrac12$, with $f(\tfrac12)=-\ln2$ and $f''(\tfrac12)=-7\zeta(3)$.

### Proposition 1: electrodes with any linear reflection

Resolve the potential into waves $e^{i\mathbf k\cdot\boldsymbol\rho}$ along the plates, where $\boldsymbol\rho$ is the position parallel to them and $k=|\mathbf k|$. In unbounded dielectric the component of the potential of the charge obeys

$$
\left(-\frac{d^2}{dz^2}+k^2\right)g=\frac q\epsilon\,\delta(z-x),\qquad
g=\frac{q}{2\epsilon k}e^{-k|z-x|}. \tag{20}
$$

The factor is fixed by the jump of $dg/dz$ at the charge, which must be $-q/\epsilon$. Suppose that an electrode answers an incoming component of unit amplitude at its surface with a component of amplitude $R(k)$ that decays into the film.

**Proposition 1.** For equal electrodes and a charge at the midpoint,

$$
U=\frac{q^2}{4\pi\epsilon}\int_0^\infty\frac{R(k)e^{-kd}}{1-R(k)e^{-kd}}\,dk. \tag{21}
$$

*Proof.* In units of $q/(2\epsilon k)$, the induced component is $A(e^{-kz}+e^{-k(d-z)})$ by symmetry. At the left surface the incoming amplitude is $e^{-kd/2}$ from the charge and $Ae^{-kd}$ from the other electrode. Hence

$$
A=R\left(e^{-kd/2}+Ae^{-kd}\right),\qquad
A=\frac{Re^{-kd/2}}{1-Re^{-kd}}. \tag{22}
$$

The induced component at the midpoint is $2Ae^{-kd/2}$. Summing over $\mathbf k$ with $d^2k/(2\pi)^2=k\,dk/(2\pi)$ gives

$$
\phi_{\rm ind}=\int_0^\infty\frac{k\,dk}{2\pi}\,\frac{q}{2\epsilon k}\,
\frac{2Re^{-kd}}{1-Re^{-kd}}. \tag{23}
$$

Multiplication by $q/2$ yields (21). The charging argument still applies because the response is linear. $\square$

A perfect metal keeps its surface at zero potential, so $R=-1$. With $t=kd$,

$$
U=-W\int_0^\infty\frac{e^{-t}}{1+e^{-t}}\,dt
=W\Big[\ln(1+e^{-t})\Big]_0^\infty=-W\ln2. \tag{24}
$$

This derivation contains no sum over images, so no question of their order arises.

For perfect metals, the sum over images and the wave method both give the midpoint energy $-W\ln2$, and the wave method also covers equal electrodes with any linear reflection $R(k)$. What remains is a derivation from mechanical work, the effects of a bias and of screening in the metals, and a worked example of an alumina tunnel diode.

Numbers in the example were calculated in double precision.
